# Singlet and triplet excitations of minimal-basis H2 from four methods

## Problem

H2 is described in the STO-3G basis, one function per atom. Parity fixes the two real molecular orbitals: the even orbital 1, doubly occupied in Hartree-Fock (HF), and the odd orbital 2, empty. Find the vertical singlet and triplet energies of the excitation 1→2 from

- configuration interaction singles (CIS);
- time-dependent Hartree-Fock (TDHF);
- the Bethe-Salpeter equation (BSE) with GW levels, with and without the Tamm-Dancoff approximation (TDA).

Compare each with full configuration interaction (FCI) as the bond is stretched, and find where each method fails.

FCI is exact within this basis, so the comparison measures errors of method in this two-orbital model. The energies are far from those of real H2, and the method errors themselves change in a larger basis, as the last paragraph shows. GW means one-shot G0W0 on HF, with its quasiparticle equation solved without linearization. The BSE uses a static screened interaction \(W\) built from HF levels.

With \((pq|rs)\) the repulsion between the densities \(pq\) and \(rs\), define

\[
J_{11}=(11|11),\quad J_{22}=(22|22),\quad J_{12}=(11|22),\quad K=(12|12).
\]

Integrals with an odd number of 2s vanish by parity. An electron in orbital 1 feels the other electron there. One in orbital 2 feels both, with exchange from the one of equal spin:

\[
e_1=h_{11}+J_{11},\qquad e_2=h_{22}+2J_{12}-K,\qquad D=e_2-e_1 .
\]

At 0.74 Å, \(h_{11}=-34.10\), \(h_{22}=-12.93\), \(J_{11}=18.36\), \(J_{22}=18.98\), \(J_{12}=18.06\), \(K=4.93\) and \(D=34.01\) eV.

## First estimate by scaling

Near equilibrium \(K/D\approx0.15\) is small. Let every single excitation cost about \(D\) and every double excitation about \(2D\).

Correlation mixes the pair 11 with 22 through \(K\). It lowers the ground state by about \(K^2/(2D)=0.36\) eV. CIS has an uncorrelated ground state, so it should be too low by this amount.

In GW, an electron changes orbital while polarizing the molecule, again at a cost of about \(2D\). Two spins can be polarized, so each level moves by about \(2K^2/(2D)=0.72\) eV and the gap opens by 1.43 eV. Less the missing 0.36 eV, the TDA-BSE should be about 1.1 eV too high.

TDHF also couples excitation to de-excitation, with strength \(K\). Expanding \(\sqrt{D^2-K^2}\) gives a further lowering of \(K^2/(2D)\), hence a TDHF error near \(-0.7\) eV.

## Exact solution

**Full CI.** The two even singlet configurations have energies \(2h_{11}+J_{11}=E_{\rm HF}\) and \(2h_{22}+J_{22}\), and are coupled by \(K\). With half their separation \(d=h_{22}-h_{11}+(J_{22}-J_{11})/2\), the lower eigenvalue is \(E_{\rm HF}+E_c\), where

\[
E_c=d-\sqrt{d^2+K^2}<0 .
\]

The states with one electron in each orbital are odd. Their spatial parts \([1(r)2(r')\pm2(r)1(r')]/\sqrt2\) belong to the singlet (+) and triplet (−). Each is alone in its symmetry, with energy \(h_{11}+h_{22}+J_{12}\pm K\). Subtract the ground-state energy and use \(h_{22}-h_{11}-J_{11}=D-2J_{12}+K\):

\[
\omega^{\rm FCI}=D-J_{12}+K\pm K-E_c .
\]

**CIS.** The same two excited states appear, but measured from \(E_{\rm HF}\):

\[
\omega_S^{\rm CIS}=D-J_{12}+2K,\qquad \omega_T^{\rm CIS}=D-J_{12}.
\]

For both spins, therefore, \(\omega^{\rm CIS}-\omega^{\rm FCI}=E_c\). The excited states are exact in this basis; the whole error lies in the ground state.

**The pair equation.** TDHF and the BSE share the form

\[
AX+BY=\omega X,\qquad BX+AY=-\omega Y,
\]

where \(X\) is the amplitude of 1→2 and \(Y\) that of 2→1. For pairs of spin \(\sigma,\tau\), the unscreened Coulomb term gives \(K\) in both \(A_{\sigma\tau}\) and \(B_{\sigma\tau}\). For equal spins, \(A\) also contains the gap \(E_g\) and the attraction \(-W_J\), and \(B\) contains \(-W_K\). Here \(W_J\) and \(W_K\) are the values of \(J_{12}\) and \(K\) with \(W\) as the interaction. The sum of the two spin pairs is the singlet and their difference the triplet:

\[
\begin{aligned}
A_S&=E_g-W_J+2K, & B_S&=2K-W_K,\\
A_T&=E_g-W_J, & B_T&=-W_K .
\end{aligned}
\]

Adding and subtracting the pair equations gives \((A+B)(X+Y)=\omega(X-Y)\) and \((A-B)(X-Y)=\omega(X+Y)\). Hence

\[
\omega^2=A^2-B^2 .
\]

To fix the sign, multiply the first pair equation by \(X\), the second by \(Y\), and add:

\[
A(X^2+Y^2)+2BXY=\omega(X^2-Y^2).
\]

An excitation is normalized with \(X^2-Y^2>0\). If \(|A|>|B|\), the left side has the sign of \(A\), and so has \(\omega\). If \(|A|<|B|\), \(\omega\) is imaginary and is no excitation energy. For the TDHF triplet this coincides with an instability of the HF determinant, derived below; the BSE roots turn imaginary at other bond lengths. The TDA sets \(B=0\), so that \(\omega=A\).

**TDHF.** Here \(E_g=D\), \(W_J=J_{12}\) and \(W_K=K\), so \(A\) is the CIS energy and \(B=\pm K\). A real positive root \(\sqrt{A^2-K^2}\) lies below CIS, which is already below FCI.

The triplet root vanishes at \(D-J_{12}=K\). To see why, give the two spins the different orbitals \(\cos\theta\,1\pm\sin\theta\,2\). The determinant energy is

\[
\begin{aligned}
E(\theta)={}&2(h_{11}\cos^2\theta+h_{22}\sin^2\theta)+J_{11}\cos^4\theta+J_{22}\sin^4\theta\\
&+(2J_{12}-4K)\sin^2\theta\cos^2\theta .
\end{aligned}
\]

To order \(\theta^2\), the change is \(2\theta^2(h_{22}-h_{11}-J_{11}+J_{12}-2K)=2\theta^2(D-J_{12}-K)\). When this turns negative, different orbitals for different spins lower the energy. This is the Coulson-Fischer point.

**Screening.** The density 12 is the one polarization channel. At imaginary frequency \(iu\), two spins and both time orders give

\[
\chi_0=2\left[\frac1{iu-D}-\frac1{iu+D}\right]=-\frac{4D}{u^2+D^2}.
\]

The random-phase equation \(W_K(u)=K+K\chi_0W_K(u)\) then yields

\[
W_K(u)=K\,\frac{u^2+D^2}{u^2+\Omega^2},\qquad \Omega^2=D^2+4KD .
\]

At \(u=0\), \(W_K=KD/(D+4K)\). The attraction stays bare, \(W_J=J_{12}\), because the densities 11 and 22 are even and do not couple to the odd density 12.

**GW levels.** The correlation part of the interaction is \(W_K(u)-K=-4K^2D/(u^2+\Omega^2)\). It connects orbital 1 with 2 but neither with itself. For \(z\) between the levels,

\[
\Sigma_{11}(z)=-\frac1{2\pi}\int_{-\infty}^{\infty}du\,\frac{W_K(u)-K}{z+iu-e_2}.
\]

No term with a pole at \(e_1\) exists, so this form holds for all \(z<e_2\). Put \(b=e_2-z>0\). The even part of \(1/(-b+iu)\) is \(-b/(b^2+u^2)\), and partial fractions give \(\int du\,[(u^2+b^2)(u^2+\Omega^2)]^{-1}=\pi/[b\Omega(b+\Omega)]\). Thus

\[
\Sigma_{11}(z)=-\frac{w^2}{e_2-z+\Omega},\qquad w^2=\frac{2K^2D}{\Omega}.
\]

The same integral for orbital 2, with the intermediate level now below \(z\), gives \(\Sigma_{22}(z)=w^2/(z-e_1+\Omega)\). Insert \(z=e_1-s\) in \(z=e_1+\Sigma_{11}(z)\), or \(z=e_2+s\) in \(z=e_2+\Sigma_{22}(z)\). Both give \(s(D+\Omega+s)=w^2\). The root that vanishes with \(w\) is

\[
s=\tfrac12\left[\sqrt{(D+\Omega)^2+4w^2}-(D+\Omega)\right].
\]

**BSE.** Now \(E_g=D+2s\). The TDA energies are the CIS energies plus \(2s\), so for both spins

\[
\omega^{\rm TDA\text{-}BSE}-\omega^{\rm FCI}=2s+E_c .
\]

The full BSE follows from \(\omega^2=A^2-B^2\).

**Numbers at 0.74 Å, in eV.**

- FCI: \(d=21.49\), so \(E_c=21.49-\sqrt{21.49^2+4.93^2}=-0.56\).
- CIS: \(34.01-18.06+9.86=25.81\) for the singlet and \(34.01-18.06=15.95\) for the triplet.
- TDHF: \(\sqrt{25.81^2-4.93^2}=25.33\) and \(\sqrt{15.95^2-4.93^2}=15.16\), from unrounded inputs.
- GW: \(\Omega=42.75\), \(w=6.22\), \(s=0.50\), so the gap is 35.01.
- BSE: \(W_K=3.12\) and \(B_S=9.86-3.12=6.74\). The TDA values 26.81 and 16.95 become \(\sqrt{26.81^2-6.74^2}=25.95\) and \(\sqrt{16.95^2-3.12^2}=16.66\).

Along the bond, with i marking an imaginary root:

| Singlet, R (Å) | FCI | CIS | TDHF | TDA-BSE | BSE |
|---|---|---|---|---|---|
| 0.74 | 26.37 | 25.81 | 25.33 | 26.81 | 25.95 |
| 1.25 | 17.12 | 15.58 | 14.46 | 17.40 | 14.94 |
| 2.00 | 14.76 | 10.27 | 7.47 | 13.51 | 5.76 |
| 3.00 | 16.30 | 8.75 | 3.20 | 13.30 | 7.21i |

| Triplet, R (Å) | FCI | CIS | TDHF | TDA-BSE | BSE |
|---|---|---|---|---|---|
| 0.74 | 16.50 | 15.95 | 15.16 | 16.95 | 16.66 |
| 1.25 | 5.52 | 3.98 | 4.22i | 5.80 | 5.15 |
| 2.00 | 0.66 | −3.83 | 5.92i | −0.60 | 1.79i |
| 3.00 | 0.02 | −7.53 | 3.09i | −2.99 | −2.75 |

The formulas are checked numerically against independent constructions in the numerical check.

## Comparison of the two

At 0.74 Å the errors relative to FCI, in eV, are:

| Method | Scaling | Singlet | Triplet |
|---|---|---|---|
| CIS | −0.4 | −0.56 | −0.56 |
| TDHF | −0.7 | −1.03 | −1.34 |
| TDA-BSE | +1.1 | +0.44 | +0.44 |

The signs are right, but the denominators were too crude. The double excitation costs \(2d=43\) eV, not \(2D=68\) eV, and \(K^2/(2d)=0.57\) eV nearly reproduces \(|E_c|\). In GW, \(\Omega>D\) both weakens the coupling and raises the cost: \(w^2/(D+\Omega)=0.50\) eV, against the estimated 0.72 eV. In TDHF the electron-hole attraction \(-J_{12}\), the same for both spins, makes \(A\) smaller than \(D\). The exchange term \(2K\) offsets part of it for the singlet only, so \(A\) is smallest for the triplet. The coupling lowers the root by 0.48 eV for the singlet and 0.78 eV for the triplet, against the estimated 0.36 eV.

At 0.74 Å the positive TDA-BSE error does not come from too wide a GW gap. The exact charged gap follows from the cation energy \(h_{11}\) and the anion energy \(2h_{11}+h_{22}+J_{11}+2J_{12}-K\), each alone in its symmetry. Their sum minus twice the FCI ground-state energy is \(D+2|E_c|=35.12\) eV, slightly above the GW value of 35.01 eV. With this exact gap, the TDA-BSE error would be \(2|E_c|-|E_c|=+0.56\) eV. The charged gap contains \(|E_c|\) twice and the exact neutral excitation only once, so the kernel would have to supply a further \(-|E_c|\). The static TDA kernel, which here equals the CIS kernel, does not.

The full BSE adds the coupling \(B\), which lowers the singlet by 0.86 eV and the triplet by 0.29 eV. The errors become −0.42 and +0.15 eV. At 1.00 Å the triplet error is only 0.003 eV, but this is a cancellation: the TDA error of +0.43 eV meets an equal lowering by \(B\). At 1.25 Å the error is already −0.38 eV.

Stretching ends the regime of small corrections:

- The TDHF triplet becomes imaginary at 1.15 Å.
- The CIS triplet becomes negative at 1.55 Å, where the HF energy rises above the exact triplet energy.
- The TDA-BSE error changes sign at 1.46 Å, where \(2s=|E_c|\). Its triplet energy becomes negative at 1.88 Å.
- The BSE triplet becomes imaginary at 1.55 Å and the BSE singlet at 2.27 Å.

At this last point the triplet becomes real again, because \(A_S-B_S\) and \(A_T-B_T\) are the same quantity, \(E_g-J_{12}+W_K\). Once it is negative, \(A_T<-W_K\), so the triplet root is real but negative. This is no recovery: at 3.00 Å it gives −2.75 eV, where FCI gives 0.02 eV.

None of the four methods compared here follows the FCI curves to 3 Å. The smallest error there is that of the TDA-BSE, −3.0 eV for the singlet; for the triplet the full BSE is slightly closer, at −2.8 eV, but with a negative energy.

These numbers, and the identities \(\omega^{\rm CIS}-\omega^{\rm FCI}=E_c\), \(W_J=J_{12}\) and equal TDA-BSE errors for both spins, belong to the basis of one function per atom. At 0.74 Å in aug-cc-pVTZ, FCI gives 12.7 eV for the singlet and 10.6 eV for the triplet. The singlet and triplet errors are then about 0.0 and −0.6 eV for CIS, −0.1 and −1.0 eV for TDHF, +0.4 and +0.2 eV for the TDA-BSE, and +0.3 and 0.0 eV for the full BSE, whose singlet error has changed sign. In aug-cc-pVDZ the same failures occur at longer bonds. The TDHF triplet turns imaginary near 1.2 Å, the BSE triplet near 1.7 Å and the BSE singlet near 2.6 Å, and the smallest errors at 3 Å are about −1.4 eV for the singlet and −1.5 eV for the triplet.

## Numbers as computed

```
Worked example, bond length 0.74 angstrom; energies in eV
h11                           -34.104 eV
h22                           -12.927 eV
J11                            18.361 eV
J22                            18.984 eV
J12                            18.061 eV
K                               4.931 eV
HF level e1                   -15.743 eV
HF level e2                    18.263 eV
HF gap D                       34.006 eV
FCI correlation energy Ec      -0.559 eV
exact charged gap              35.123 eV
RPA energy Omega               42.745 eV
coupling w                      6.220 eV
GW shift s                      0.501 eV
GW gap                         35.008 eV
screened exchange W_K           3.121 eV
BSE singlet coupling B_S        6.741 eV
quasiparticle weight Z         0.9936 (no unit)
Singlet (eV): R/angstrom, FCI, CIS, TDHF, TDA-BSE, BSE
 0.50   35.978   35.647   35.349    36.359   35.875 
 0.74   26.366   25.807   25.332    26.809   25.948 
 1.00   20.378   19.424   18.671    20.811   19.297 
 1.25   17.122   15.580   14.460    17.400   14.943 
 1.50   15.419   13.044   11.451    15.340   11.568 
 2.00   14.759   10.273    7.471    13.505    5.756 
 2.50   15.479    9.136    4.948    13.133    4.559i
 3.00   16.303    8.749    3.203    13.296    7.210i
Triplet (eV): R/angstrom, FCI, CIS, TDHF, TDA-BSE, BSE
 0.50   26.787   26.456   26.054    27.168   26.970 
 0.74   16.504   15.945   15.164    16.947   16.657 
 1.00    9.668    8.714    6.875    10.101    9.670 
 1.25    5.524    3.982    4.216i    5.803    5.145 
 1.50    2.927    0.552    6.222i    2.848    1.504 
 2.00    0.656   -3.830    5.921i   -0.598    1.789i
 2.50    0.120   -6.223    4.499i   -2.226   -1.683 
 3.00    0.019   -7.535    3.086i   -2.988   -2.754 
Errors (eV): R/angstrom, CIS S=T, TDA-BSE S=T, TDHF S, BSE S, TDHF T, BSE T
 0.50   -0.331    0.381   -0.628   -0.103   -0.733    0.183
 0.74   -0.559    0.443   -1.034   -0.418   -1.340    0.153
 1.00   -0.954    0.433   -1.706   -1.081   -2.793    0.003
 1.25   -1.542    0.279   -2.661   -2.178     imag   -0.379
 1.50   -2.375   -0.079   -3.968   -3.851     imag   -1.423
 2.00   -4.486   -1.254   -7.288   -9.003     imag     imag
 2.50   -6.343   -2.346  -10.530     imag     imag   -1.803
 3.00   -7.553   -3.007  -13.100     imag     imag   -2.773
TDHF triplet becomes imaginary   R = 1.153 angstrom
CIS triplet energy is zero       R = 1.549 angstrom
BSE triplet becomes imaginary    R = 1.552 angstrom
TDA-BSE triplet energy is zero   R = 1.882 angstrom
BSE singlet becomes imaginary    R = 2.273 angstrom
TDA-BSE error changes sign       R = 1.456 angstrom
```
